Plane waves and the exchange self-energy of jellium, derived twice

Leave exchange out of the mean-field theory of jellium, and the electron gas does not hold together. The electrons' average charge is cancelled by the uniform positive background, so only kinetic energy remains. At a density parameter rs = 4 bohr this is +0.069 hartree per electron, with no binding. Treating exchange as a constant downward shift could change the sign but not the level spacing: the occupied band would remain 0.115 hartree wide, whereas Hartree-Fock theory gives 0.268 hartree. To obtain the Hartree-Fock levels, the dependence of exchange on wavevector is therefore needed. The widening is a property of the Hartree-Fock approximation, which leaves out screening, and should not be read as the bandwidth of a real metal.

**Statement and conventions**

Hartree atomic units are used. Jellium has N electrons in a volume V, with density n = N/V and a rigid neutralising background. Both spins are equally occupied. Each spin fills the plane waves with |k| < kF, which hold kF³/(6π²) electrons per volume, so

n = kF³/(3π²).

The claim is that in the limit of large V at fixed n these plane waves are a self-consistent solution of the Hartree-Fock equations, with level energies

ε(k) = k²/2 + Σx(k),

Σx(k) = −(2kF/π) F(k/kF),

F(x) = 1/2 + [(1 − x²)/(4x)] ln|(1 + x)/(1 − x)|.

The values F(0) = 1 and F(1) = 1/2 are limits. "Solution" means that the orbitals are eigenfunctions of the Fock operator they generate, and that the occupied ones are its lowest levels. It does not mean that no other determinant has lower energy.

**First derivation: a periodic box and a sum over wavevectors**

Take a periodic cube of side L, V = L³. The background removes the zero-wavevector part of the Coulomb interaction, leaving

v(r) = (1/V) Σ_{q≠0} (4π/q²) exp(iq·r).

For an orbital φ of given spin, the Hartree-Fock equation is

−½∇²φ(r) + [∫ v(r−r′) n(r′) d³r′] φ(r) − Σ_j φ_j(r) ∫ φ_j*(r′) v(r−r′) φ(r′) d³r′ = ε φ(r).

The sum runs over occupied orbitals of the same spin, because exchange between opposite spins vanishes on summing over the spin coordinate.

Insert φ_k(r) = exp(ik·r)/√V. Each occupied orbital has density 1/V, so n(r′) = N/V. The integral of v over the box is zero, since v has no zero-wavevector component, and the Hartree term vanishes.

In the exchange term, an occupied wave k′ contributes

−[exp(ik′·r)/V] (1/√V) ∫ exp[i(k−k′)·r′] v(r−r′) d³r′.

Put s = r − r′. The integral becomes

exp[i(k−k′)·r] ∫ exp[−i(k−k′)·s] v(s) d³s = exp[i(k−k′)·r] · 4π/|k−k′|²

for k′ ≠ k, and zero for k′ = k. The factor exp(ik′·r) turns exp[i(k−k′)·r] back into exp(ik·r). Every term is thus a number times φ_k, and the exchange eigenvalue is

Σx(k) = −(1/V) Σ_{k′ occupied, k′≠k} 4π/|k−k′|².

This holds for any set of occupied plane waves and for empty as well as filled φ_k. The uniform filling matters: occupying a standing wave cos(2πx/L) without its sine partner makes the density non-uniform. In the numerical example of that kind, the travelling wave then fails the eigenvalue equation by a residual of 0.0089 hartree.

Allowed wavevectors occupy a volume (2π)³/V each, so for large V

Σx(k) = −∫_{k′<kF} [d³k′/(2π)³] 4π/|k−k′|².

The singularity is integrable: a ball of radius q₀ around k contributes at most

[1/(8π³)] · 4π · 4π q₀ = 2q₀/π

in magnitude. The single omitted term corresponds to q₀ of order 1/L, so its effect vanishes in the limit. Numerically, L times the difference between the box sum and the formula is 2.79 to 2.82 hartree bohr in four cases, k = 0 and k ≈ kF/2 at kF L/(2π) = 20.5 and 40.5, with kF taken as the cutoff radius of the occupied wavevectors. This number scatters with the radius, because the count of allowed wavevectors inside the sphere does not match its volume exactly; with kF fixed by the electron count through n = kF³/(3π²), the same cases give 2.83 to 2.84. A separate damped lattice sum, which compares the sum without its k′ = k term with the integral, gives 2.84 hartree bohr. Of this, 2.44 is the missing contribution of the omitted cell, a cube of side 2π/L around k. The rest arises because the sum takes 1/|k−k′|² at the centre of every other cell instead of averaging it over the cell. Both parts make the box sum less negative than the integral. These values apply to an occupied k well inside the sphere. Close to kF the coefficient is smaller, and for an empty k no term is omitted, so the coefficient does not apply.

Now let μ be the cosine of the angle between k and k′. The angular integral is

∫ dΩ′/|k−k′|² = 2π ∫_{−1}^{1} dμ/(k² + k′² − 2kk′μ)

= [2π/(2kk′)] ln[(k+k′)²/(k−k′)²]

= (2π/kk′) ln|(k+k′)/(k−k′)|.

Multiply by k′² · 4π/(8π³). The numerical factors combine to 1/π:

Σx(k) = −[1/(πk)] ∫₀^kF k′ ln|(k+k′)/(k−k′)| dk′.

Integrate by parts, choosing (k′² − k²)/2 as the antiderivative of k′. This choice vanishes at k′ = k and suppresses the logarithm there, so the step is valid even when k lies inside the range. The logarithm has derivative

1/(k+k′) + 1/(k−k′) = 2k/(k² − k′²).

The integral is therefore

[(kF² − k²)/2] ln|(k+kF)/(k−kF)| − ∫₀^kF [(k′² − k²)/2] · [2k/(k² − k′²)] dk′

= [(kF² − k²)/2] ln|(kF+k)/(kF−k)| + k kF.

The lower limit gives nothing because ln 1 = 0. Dividing by −πk and setting k = x kF,

Σx(k) = −(kF/π) {1 + [(1−x²)/(2x)] ln|(1+x)/(1−x)|} = −(2kF/π) F(x).

**Second derivation: an infinite medium and the density matrix**

Now start with infinite space and the bare interaction 1/r. Electrons and background have zero total charge density at every point, so their electrostatic potential is a constant, set to zero. Exchange depends on the density matrix of one spin,

γ(s) = ∫_{k<kF} [d³k/(2π)³] exp(ik·s), s = r − r′.

The angular average of exp(ik·s) is sin(ks)/(ks), so

γ(s) = [1/(2π²s)] ∫₀^kF k sin(ks) dk = [sin(kF s) − kF s cos(kF s)]/(2π²s³).

The exchange operator has the kernel −γ(r−r′)/|r−r′|. It depends only on the separation, so it acts as a convolution. Applied to exp(ik·r), it returns the same wave times

Σx(k) = −∫ d³s [γ(s)/s] exp(−ik·s).

Integrate over directions first, then over radius. An order has to be stated, because γ falls off as 1/s² and the integral does not converge absolutely in three dimensions. The directions give 4π sin(ks)/(ks), hence

Σx(k) = −(4π/k) ∫₀^∞ γ(s) sin(ks) ds.

With z = kF s and x = k/kF,

Σx(k) = −[2kF/(πx)] I(x),

I(x) = ∫₀^∞ [(sin z − z cos z)/z³] sin(xz) dz.

It remains to show that I(x) = xF(x). Away from x = 1, differentiate under the integral sign, which is allowed because the resulting integral converges uniformly on closed, bounded intervals that exclude x = 1:

I′(x) = ∫₀^∞ [(sin z − z cos z)/z²] cos(xz) dz.

The bracket is −d(sin z/z)/dz. Integrating by parts,

I′(x) = −[(sin z/z) cos(xz)]₀^∞ − x ∫₀^∞ (sin z/z) sin(xz) dz

= 1 − x ∫₀^∞ [sin z sin(xz)/z] dz.

The product of sines is half of cos[(1−x)z] − cos[(1+x)z]. For positive a and b, rescaling the variable in each cosine gives

∫_δ^Z [cos(az) − cos(bz)]/z dz = ∫_{aδ}^{bδ} (cos u/u) du − ∫_{aZ}^{bZ} (cos u/u) du.

As δ → 0 the first term tends to ln(b/a); as Z → ∞ the second tends to zero. With a = |1−x| and b = 1+x,

I′(x) = 1 − (x/2) ln|(1+x)/(1−x)|.

Since I(0) = 0, integrate from 0 to x. The integral I(x) is continuous at x = 1 because its integrand is bounded by a multiple of 1/z² at large z, and the logarithm in I′ is integrable, so the integration may pass through that point. By parts, with (t²−1)/2 as the antiderivative of t,

∫₀^x t ln|(1+t)/(1−t)| dt = [(x²−1)/2] ln|(1+x)/(1−x)| + x.

Therefore

I(x) = x − x/2 + [(1−x²)/4] ln|(1+x)/(1−x)| = xF(x),

and Σx(k) = −(2kF/π)F(x) again.

**The filling is self-consistent**

Both derivations assumed a filled Fermi sphere. It must still be shown that these are the lowest levels. Differentiating F gives

F′(x) = 1/(2x) − [(1+x²)/(4x²)] ln|(1+x)/(1−x)|.

For 0 < x < 1 the logarithm equals 2(x + x³/3 + …), which exceeds 2x. Hence F′ < 1/(2x) − (1+x²)/(2x) = −x/2. For x > 1 it equals 2(1/x + 1/(3x³) + …), which exceeds 2/x. Hence F′ < 1/(2x) − (1+x²)/(2x³) = −1/(2x³). So F falls, Σx rises, and ε(k) rises strictly with k. Filling from the bottom reproduces the sphere at any density.

**What each derivation assumes**

Both use a single determinant, equal spin populations and a sharp Fermi sphere. Both obtain plane waves from translational invariance: in the box it appears as wavevector conservation, in infinite space as a kernel that depends on separation alone.

They treat the long range of the Coulomb force differently. The first derivation assumes periodic boundaries and an interaction without its zero-wavevector part, and takes the large-volume limit at the end. It needs an integrable singularity at k′ = k, and it exposes the finite-size error. The second assumes the infinite medium from the start, with local neutrality and a prescribed order of integration. It has no omitted term to track, but relies on oscillations to make the integral for I′ converge.

The second derivation also shows where the logarithm at kF comes from. The tail of γ oscillates as cos(kF s)/s². In I′ it beats against cos(ks), leaving a slow oscillation divided by s, whose integral diverges logarithmically as k approaches kF. If 1/s were replaced by exp(−λs)/s with λ > 0, the integral for the slope would converge absolutely at k = kF. The singularity thus belongs to unscreened exchange.

**Limits and physical meaning**

Expanding the logarithm for small x gives F ≈ 1 − x²/3. The slowest electrons have the largest exchange lowering, 2kF/π. For large x, F ≈ 1/(3x²), so

Σx(k) ≈ −2kF³/(3πk²) = −(4π/k²)(n/2).

This is the Coulomb factor at wavevector k times the density of same-spin electrons: a fast electron sees the occupied sphere as a point in wavevector space.

Near the Fermi surface, F′ ≈ 1/2 − (1/2) ln(2/|1−x|), and

dΣx/dk = −(2/π)F′ ≈ (1/π)[ln(2/|1−x|) − 1].

The Hartree-Fock velocity dε/dk therefore diverges at kF, although the energy itself is continuous.

The same function F appears in the static density response of free electrons, known as the Lindhard function. In the integrals below, poles are taken as principal values:

χ₀(q) = 2 ∫ [d³k/(2π)³] (n_k − n_{k+q})/(k²/2 − |k+q|²/2),

where n_k is 1 inside the sphere and 0 outside. Substituting k → −k−q in the second term makes it equal to the first. The denominator is −(q²/2 + kqμ), so the angular integral gives

χ₀(q) = −[1/(π²q)] ∫₀^kF k ln|(k+q/2)/(k−q/2)| dk.

This is the radial integral of the first derivation with its outer wavevector replaced by q/2. That integral equals 2k kF F(k/kF), which becomes q kF F(q/2kF). Thus

χ₀(q) = −(kF/π²) F(q/2kF).

**A worked case at rs = 4 bohr**

The density is n = 3/(4πrs³) = 0.003730 bohr⁻³, so kF = (3π²n)^(1/3) = 0.4798 bohr⁻¹ and 2kF/π = 0.3054 hartree. At half the Fermi wavevector,

F(1/2) = 1/2 + (3/8) ln 3 = 0.9120,

Σx = −0.3054 × 0.9120 = −0.2786 hartree,

ε = 0.0288 − 0.2786 = −0.2498 hartree.

At the bottom of the band ε(0) = −0.3054 hartree. At the top, ε(kF) = 0.1151 − 0.1527 = −0.0376 hartree. The occupied bandwidth is

ε(kF) − ε(0) = kF²/2 + kF/π = 0.2678 hartree = 7.29 eV,

which is 2.33 times the free-electron width.

The exchange energy per electron is half the average of Σx, because the sum over occupied levels counts each pair twice. The average of F over the sphere is

∫₀¹ 3x²F dx = 1/2 + (3/4) ∫₀¹ x(1−x²) ln[(1+x)/(1−x)] dx.

By parts, with −(1−x²)²/4 as the antiderivative of x(1−x²), the boundary terms vanish and the last integral is ½∫₀¹(1−x²)dx = 1/3. The average is 3/4, so

e_x = ½ · (−2kF/π) · (3/4) = −3kF/(4π) = −0.1145 hartree.

The mean kinetic energy is 3kF²/10 = 0.0691 hartree. The total, −0.0455 hartree per electron, is negative: at this density exchange binds the gas.

**A polarised solution of lower energy**

Put all electrons in one spin at the same n. The sphere must hold twice as many electrons of that spin, so its radius is a kF with a = 2^(1/3). Its kinetic and exchange energies per electron are a² and a times the unpolarised ones. The two total energies are equal when

(3kF²/10)(a² − 1) = (3kF/4π)(a − 1), or kF = 5/[2π(1 + a)].

This is rs = 5.45 bohr. At rs = 6 bohr the polarised state has −0.0475 hartree per electron against −0.0457 for the unpolarised one. It is also self-consistent: its highest filled level is at −0.047 hartree, below the lowest empty level of the other spin, which has no exchange and lies at zero. The unpolarised plane waves still solve the Hartree-Fock equations there, but they do not give the lowest Hartree-Fock energy. The comparison covers only these two uniform states. It does not show that the unpolarised state is the lowest determinant below rs = 5.45 bohr, since determinants with a non-uniform spin density have not been considered.

The numerical check evaluates the self-energy by both the momentum-space and the real-space integral, and tests the eigenfunction property and the filling on a full Fock matrix for 14 electrons.

Values computed for the example and the checks

```
rs = 4.0 bohr
density n = 0.003730 bohr^-3
kF = 0.47979 bohr^-1
prefactor 2 kF/pi = 0.30544 hartree
k/kF, F, Sigma_x, k^2/2, HF level (last three in hartree):
  0.0  1.00000  -0.30544  0.00000  -0.30544
  0.5  0.91198  -0.27856  0.02877  -0.24978
  1.0  0.50000  -0.15272  0.11510  -0.03762
  1.5  0.16470  -0.05031  0.25897  0.20867
  2.0  0.08802  -0.02689  0.46040  0.43351
largest error, momentum integral: 5.6e-17 hartree
largest error, real-space integral: 9.5e-08 hartree
free bandwidth = 0.11510 hartree
HF bandwidth = 0.26782 hartree = 7.288 eV
HF/free bandwidth ratio = 2.327
kinetic energy per electron = 0.06906 hartree
exchange energy per electron = -0.11454 hartree
HF energy per electron = -0.04548 hartree
chemical potential from d(n e)/dn = -0.03762 hartree
HF level slope d(eps)/dk just below kF (atomic units):
  1 - k/kF = 1e-02: 1.8555
  1 - k/kF = 1e-04: 3.3141
  1 - k/kF = 1e-06: 4.7797
free-electron slope at kF = 0.4798 atomic units
box: side 10.0 bohr, 14 electrons, 343 grid points
  box level, k L/(2 pi) = (0, 0, 0): -0.19099 hartree
  box level, k L/(2 pi) = (1, 0, 0): 0.09394 hartree
  box level, k L/(2 pi) = (1, 1, 0): 0.28125 hartree
  largest plane-wave residual = 3.2e-14 hartree
  density-matrix change on refilling = 3.4e-16
  residual, standing-wave case = 0.00890 hartree
omitted-term coefficient = 2.8373 hartree bohr
L*(box sum - formula), hartree bohr, for kF L/(2 pi), k L/(2 pi):
  20.5, 0: 2.7992
  20.5, 10: 2.7911
  40.5, 0: 2.8166
  40.5, 20: 2.8126
energy per electron, unpolarised and polarised (hartree):
  rs = 4.0 bohr: -0.04548  -0.03469
  rs = 6.0 bohr: -0.04567  -0.04749
energies cross at rs = 5.450 bohr
top filled polarised level, rs = 6: -0.04707 hartree
```
